# Do 0.2 eV Adsorption Energy Errors Destroy Volcano Rate Trends?

**Question**

I screen catalysts with GGA adsorption energies and a two-step microkinetic model. A colleague argues that the exercise is empty: each adsorption energy carries an error of about 0.2 eV, at 500 K this is a factor \(e^{0.2/kT}\approx 100\) in a rate, and the rates I want to rank differ by one or two decades. Others reply that the errors are correlated, as BEEF-vdW ensembles suggest, and cancel. Who is right? How do I carry a covariance matrix through a volcano, and where does the cancellation stop working?

**Answer**

Your colleague is right about absolute rates. For rankings along one leg of the volcano the objection is too strong, provided the errors are correlated and the gap between the rates is large enough against the scatter private to each catalyst. The reply that they cancel needs conditions: in the model below, correlation of the descriptor errors narrows the uncertainty of the rate ratio of two catalysts on the same leg, widens it for catalysts on opposite legs, and linear propagation fails near the peak for errors of the size you quote. Energies are in eV, and the numbers are computed values or arithmetic on them.

**Why functional errors are correlated**

Exchange acts between electrons of like spin, so a GGA exchange energy is a sum of two spin-unpolarized pieces,
\[E_x=\tfrac12\sum_\sigma\int 2n_\sigma\,\varepsilon_x^{\rm LDA}(2n_\sigma)\,F(s_\sigma)\,d^3r ,\]
with \(s_\sigma\) the reduced gradient of the density \(2n_\sigma\). BEEF-vdW expands the enhancement factor in Legendre polynomials, \(F(s)=\sum_m a_mP_m(t)\) with \(t=2s^2/(4+s^2)-1\). At fixed density the integral is linear in \(F\), so \(E_x=\sum_m a_mE_m\), where \(E_m\) is the integral with \(P_m\) in place of \(F\).

Fixing the density costs nothing at first order. Add \(\lambda\Delta\) to a functional \(E_0\) and let \(\kappa\) be the orbital rotations away from the minimum of \(E_0\), where the gradient vanishes and the Hessian \(H\) is positive definite. To second order in small quantities,
\[E(\kappa)=E_0+\tfrac12\kappa^TH\kappa+\lambda\,(\Delta_0+\gamma^T\kappa),\]
with \(\gamma\) the gradient of \(\Delta\). Setting \(\partial E/\partial\kappa=H\kappa+\lambda\gamma=0\) gives \(\kappa=-\lambda H^{-1}\gamma\), and substitution gives
\[E_{\rm SCF}=E_0+\lambda\Delta_0+\left(\tfrac12-1\right)\lambda^2\gamma^TH^{-1}\gamma .\]
Relaxation lowers the energy by a term of order \(\lambda^2\).

A reaction energy \(D_i\) therefore shifts by \(\delta D_i=\sum_mX_{im}\,\delta a_m\), where \(X_{im}\) is the same difference taken of the \(E_m\). One vector \(\delta a\) acts on every system. If its covariance over the ensemble is \(C\),
\[\Sigma_{ij}=\sum_{mn}X_{im}\langle\delta a_m\delta a_n\rangle X_{jn}=(XCX^T)_{ij}.\]
The correlation \(\rho=\Sigma_{12}/\sigma_1\sigma_2\) is the cosine of the angle between the rows \(X_1\) and \(X_2\) in the metric \(C\). Adding and subtracting \(2\sigma_1\sigma_2\) in \(\sigma_1^2+\sigma_2^2-2\rho\sigma_1\sigma_2\) gives
\[\mathrm{Var}(D_2-D_1)=(\sigma_1-\sigma_2)^2+2\sigma_1\sigma_2(1-\rho).\]
Cancellation needs \(\rho\) near one and also similar sensitivities.

**A small computed case**

As a molecular analogue of one adsorbate on two hosts, take \(D_1\) for S + S → S₂ and \(D_2\) for S + S₂ → S₃, with PBE/def2-SVP densities at fixed rough geometries (1.90 Å; 1.92 Å and 117°). The ensemble is seven GGA exchange functionals (PBE, revPBE, RPBE, PBEsol, SOGGA, xPBE and the exchange of BEEF-vdW), each with PBE correlation. This is neither the BEEF-vdW ensemble nor a surface, and it leaves out nonlocal correlation, zero-point energy, geometry relaxation and basis completeness.

A 48-term Legendre evaluation was tested against direct spin-polarized evaluation (agreement within 1 meV), and \(XCX^T\) against the sample covariance. For the S atom, going from PBE to RPBE exchange shifts the energy by −3.815 eV at fixed density, while relaxation amounts to 0.239 meV at \(\lambda=\tfrac12\) and 0.961 meV at \(\lambda=1\). The ratio is 4.01, against 4 for a pure \(\lambda^2\) law. The size of the relaxation depends on the basis: def2-TZVP gives 0.76 and 3.03 meV, with ratio 4.00. In def2-SVP the self-consistent and fixed-density RPBE values of \(D_1\) are both −4.515 eV.

Across the set \(D_1\) runs from −5.24 to −4.50 eV and \(D_2\) from −3.10 to −2.40 eV, with standard deviations 0.316 and 0.299 eV. The difference \(D_2-D_1\) stays between 2.098 and 2.141 eV, with standard deviation 0.017 eV, against \(\sqrt{0.316^2+0.299^2}=0.435\) eV for independent errors. These values are not basis-converged: def2-TZVP lowers \(D_1\) by 0.17 to 0.20 eV and \(D_2\) by 0.32 to 0.35 eV, moves the difference to between 1.95 and 1.99 eV, and gives standard deviations 0.324, 0.311 and 0.013 eV, so the levels shift while the pattern of cancellation stays. In def2-SVP the correlation comes out as 1.0000 to four decimals, and the residual equals \(|\sigma_1-\sigma_2|=0.316-0.299=0.017\) eV, the square root of the first term of the identity. Such a value calls for suspicion. The cosine is ±1 if the rows are parallel, and also for any two rows if \(C\) has rank one, since \(C=cc^T\) gives \(\Sigma_{12}=(X_1c)(X_2c)=\pm\sigma_1\sigma_2\). Here the first cause dominates. The seven \(F(s)\) do vary mainly along one direction (about 98 % of their variance for \(s<3\)), but \(C\) does not act as rank one: with def2-TZVP densities the energy of the S atom correlates with \(D_1\) at only −0.92. With the same densities and a full-rank \(C\) (independent coefficients on 3 to 12 Legendre terms, \(F(0)=1\) kept) the cosine is still between 0.98 and 1.00, so \(X_1\) and \(X_2\) are nearly parallel. The two reactions are an unusually favourable pair. The case shows the mechanism, and I do not carry its \(\rho\) forward.

An ensemble also measures spread inside its model space. If the true error is \(X_i\,\delta a+\epsilon_i\), with \(\epsilon_i\) outside the span of the varied terms (in BEEF-vdW the nonlocal correlation term is held fixed), the ensemble sees the first part and says nothing about \(\epsilon_i-\epsilon_j\). A high ensemble correlation is thus no proof that the errors relative to experiment cancel equally well.

**The volcano**

Take adsorption (step 1) and product release (step 2), both irreversible, in mean field on one site type, with prefactor \(\nu=kT/h\). The descriptor \(x\) is the adsorption free energy, negative for strong binding. BEP lines with slopes \(\alpha,\beta>0\), taken as error-free, give \(k_n=\nu e^{-u_n}\) with
\[u_1=\frac{b_1+\alpha x+\eta_1}{kT},\qquad u_2=\frac{b_2-\beta x+\eta_2}{kT}.\]
The intercepts \(b_n\) are common to all catalysts, and \(\eta_n\) is the deviation of one catalyst from the line, nominally zero. Steady state, \(k_1(1-\theta)=k_2\theta\), gives \(\theta=k_1/(k_1+k_2)\) and \(r=k_2\theta=k_1k_2/(k_1+k_2)\), so \(1/r=1/k_1+1/k_2\) and
\[L\equiv\ln(r/\nu)=-\ln\left(e^{u_1}+e^{u_2}\right).\]
Differentiating, \(\partial L/\partial u_n=-w_n\) with \(w_1=e^{u_1}/(e^{u_1}+e^{u_2})\) and \(w_2=1-w_1\), the degrees of rate control. The chain rule gives
\[g\equiv\frac{\partial L}{\partial x}=\frac{\beta w_2-\alpha w_1}{kT},\qquad \frac{\partial L}{\partial b_n}=\frac{\partial L}{\partial\eta_n}=-\frac{w_n}{kT}.\]
On the weak-binding leg \(w_1\to1\) and \(g\to-\alpha/kT\); on the strong-binding leg \(w_2\to1\) and \(g\to+\beta/kT\). The peak has \(g=0\), so \(w_1/w_2=e^{u_1-u_2}=\beta/\alpha\). Taking the logarithm, \(b_1-b_2+(\alpha+\beta)x^*=kT\ln(\beta/\alpha)\), or
\[x^*=\frac{b_2-b_1+kT\ln(\beta/\alpha)}{\alpha+\beta}.\]
The rate law was tested against a numerically solved two-state master equation, \(x^*\) against its numerical maximum, and the derivatives against finite differences.

**Linear propagation**

Collect all uncertain energies in a vector \(p\) with zero-mean Gaussian error of covariance \(\Sigma\), and let \(J_i=\partial L_i/\partial p\). To first order \(\delta(L_i-L_j)=(J_i-J_j)\,\delta p\), so
\[\mathrm{Var}(L_i-L_j)=(J_i-J_j)\,\Sigma\,(J_i-J_j)^T .\]
The covariance of your adsorption energies from an ensemble is the descriptor block of \(\Sigma\), if thermal corrections are taken as exact; the intercept errors and the private scatter need estimates of their own. For closed forms I use three independent groups of errors: descriptors with \(\mathrm{Cov}(x_i,x_j)=\sigma^2[\rho+(1-\rho)\delta_{ij}]\); shared intercept errors of size \(\sigma_b\), independent between the steps; and private scatter \(\eta\) of size \(\tau\) for each catalyst and step.

For \(\rho\ge0\) the descriptor covariance is reproduced by \(\delta x_i=\sigma(\sqrt\rho\,\zeta_0+\sqrt{1-\rho}\,\zeta_i)\) with independent standard normals. Then
\[g_i\delta x_i-g_j\delta x_j=\sigma\sqrt\rho\,(g_i-g_j)\,\zeta_0+\sigma\sqrt{1-\rho}\,(g_i\zeta_i-g_j\zeta_j).\]
The intercepts contribute \(-(w_{n,i}-w_{n,j})\,\delta b_n/kT\) and each \(\eta\) contributes separately. Variances of independent terms add, and \(w_{2,i}-w_{2,j}=-(w_{1,i}-w_{1,j})\), so
\[\mathrm{Var}(L_i-L_j)=\sigma^2\left[\rho(g_i-g_j)^2+(1-\rho)(g_i^2+g_j^2)\right]+\frac{2\sigma_b^2(w_{1,i}-w_{1,j})^2+\tau^2\sum_n(w_{n,i}^2+w_{n,j}^2)}{(kT)^2}.\]
Shared errors enter through differences of sensitivities and private errors through sums of squares. Three limits follow.

For one catalyst on the weak leg, \(\delta L=-(\alpha\,\delta x+\delta b_1+\eta_1)/kT\) and \((kT)^2\mathrm{Var}=\alpha^2\sigma^2+\sigma_b^2+\tau^2\).

For two catalysts on the weak leg, \(g_i=g_j\) and \(w_{1,i}=w_{1,j}=1\), so both shared terms vanish:
\[(kT)^2\,\mathrm{Var}=2\alpha^2\sigma^2(1-\rho)+2\tau^2 .\]
On the strong leg \(\beta\) replaces \(\alpha\). At \(\rho=1\) the floor \(2\tau^2\) remains.

For opposite legs, \(kT(g_i-g_j)=\alpha+\beta\) and \(|w_{1,i}-w_{1,j}|=1\). Using \(\rho(\alpha+\beta)^2+(1-\rho)(\alpha^2+\beta^2)=\alpha^2+\beta^2+2\alpha\beta\rho\),
\[(kT)^2\,\mathrm{Var}=\sigma^2(\alpha^2+\beta^2+2\alpha\beta\rho)+2\sigma_b^2+2\tau^2 .\]
Positive \(\rho\) adds \(2\alpha\beta\rho\sigma^2\), because a common shift toward weaker binding slows the weak-leg catalyst and speeds the strong-leg one. That correlation raises the total variance also depends on the assumed independence of \(b_1\) and \(b_2\). With a correlation \(\rho_b\) between them, \(\mathrm{Var}(\delta b_1-\delta b_2)=2\sigma_b^2(1-\rho_b)\), and the net change from all correlations is \(2\alpha\beta\rho\sigma^2-2\rho_b\sigma_b^2\), which can take either sign.

In linear order \(L_i-L_j\) is Gaussian with mean \(\Delta L\), so the ranking holds with probability \(\Phi(\Delta L/\mathrm{sd})\). On the weak leg \(\Delta L=\alpha\Delta x/kT\), with \(\Delta x\) the descriptor gap. The factor \(kT\) cancels in \(\Delta L/\mathrm{sd}\), so in this limit the ranking probability does not depend on temperature: the exponential that magnifies the error magnifies the signal equally. Demanding \(\Delta L/\mathrm{sd}=z\) means \((\alpha\Delta x/z)^2=2\alpha^2\sigma^2(1-\rho)+2\tau^2\), hence
\[1-\rho_{\min}=\frac{(\alpha\Delta x/z)^2-2\tau^2}{2\alpha^2\sigma^2}.\]
No \(\rho\) suffices when \(\alpha\Delta x<\sqrt2\,z\tau\).

**Worked numbers**

The parameters are round model values: \(T=500\) K (\(kT=0.04309\) eV, one decade \(=kT\ln10=0.0992\) eV), \(\alpha=0.6\), \(\beta=0.4\), \(b_1=1.0\), \(b_2=0.8\), \(\sigma=0.2\), \(\rho=0.9\), \(\sigma_b=0.1\), \(\tau=0.05\). The peak is at \(x^*=-0.2+0.04309\ln(2/3)=-0.217\) eV. Catalysts A, B, P, C, D sit at \(x=0.7,\ 0.4,\ -0.2,\ -0.8,\ -1.1\) eV, with nominal rates 0.051, 3.3, \(7.0\times10^3\), 54 and 3.3 s⁻¹. A and B lie on the weak leg, C and D on the strong leg. Irreversibility of step 1 is an approximation here: by detailed balance desorption has barrier \(b_1-(1-\alpha)x+\eta_1\), which for \(\alpha+\beta=1\) lies \(b_1-b_2=0.2\) eV above the release barrier, with a spread \(\sqrt{2\sigma_b^2+2\tau^2}=0.16\) eV in that gap. Including desorption lowers the spread of \(L\) for A from 3.81 to 3.65 and moves the correlated probabilities for B over A, C over B and P best by less than 0.02. "Independent" means that each catalyst keeps its own spread and all covariances between catalysts are dropped, the shared intercepts included; in the Monte Carlo test this is done by shuffling samples between catalysts.

For A alone, \(0.0144+0.0100+0.0025=0.0269\) eV², whose root 0.164 eV divided by \(kT\) gives 3.81 in \(L\), or 1.65 decades. On absolute rates the objection stands.

For B over A the signal is \(0.6\times0.3=0.18\) eV, so \(\Delta L=4.18\), or 1.81 decades. The variance is \(2\times0.36\times0.04\times0.1+2\times0.0025=0.00288+0.00500=0.00788\) eV², with root 0.0888 eV (0.89 decades). Independent errors give \(\sqrt{2\times0.0269}=0.232\) eV (2.34 decades). Then \(\Phi(0.18/0.0888)=0.979\) and \(\Phi(0.18/0.232)=0.781\); Monte Carlo on the full nonlinear rate gives 0.977 and 0.782. The private scatter supplies the larger part of the remaining variance. For 95 % confidence, \(z=1.645\) and \(1-\rho_{\min}=(0.01197-0.00500)/0.0288=0.242\), so \(\rho_{\min}=0.76\); sampling at that value gives 0.950. The order of A and B is well determined, while the ratio itself stays uncertain by nearly a decade. A signal below \(\sqrt2\times1.645\times0.05=0.116\) eV, or 1.17 decades, cannot reach 95 % at any \(\rho\), so correlation alone does not settle a gap of one decade.

For C over D the signal is \(0.4\times0.3=0.12\) eV (1.21 decades) and the variance \(0.00128+0.00500=0.00628\) eV², root 0.0792 eV, against 0.194 eV for independent errors. The probabilities are 0.935 and 0.731 (Monte Carlo 0.932 and 0.730). The flatter leg shrinks the signal and the descriptor term of the variance but leaves the private scatter unchanged, so the same gap in \(x\) falls short of 95 %.

For C over B the barriers are \(0.8+0.4\times0.8=1.12\) and \(1.0+0.6\times0.4=1.24\) eV, again a signal of 0.12 eV. Independent errors give \(0.04\times0.52+0.02+0.005=0.0458\) eV², root 0.214 eV. Correlation adds \(2\times0.6\times0.4\times0.9\times0.04=0.0173\) eV², for a root of 0.251 eV (2.53 decades). The probability falls from 0.713 to 0.684, and Monte Carlo gives the same two values. The same nominal ratio is thus ranked with 93 % confidence on one leg and 68 % across the peak.

**Beyond linear order**

Factor out \(e^{u_1}\): \(L=-u_1-S(y)\), with \(y=u_2-u_1\) and \(S(y)=\ln(1+e^y)\). Both \(u_1\) and \(y\) are linear in \(p\), hence jointly Gaussian, and all curvature sits in \(S\). Let \(y\) have mean \(m\) and standard deviation \(s\). From \(kT\,y=b_2-b_1-(\alpha+\beta)x+\eta_2-\eta_1\),
\[(kT\,s)^2=(\alpha+\beta)^2\sigma^2+2\sigma_b^2+2\tau^2=0.04+0.02+0.005=0.065\ \text{eV}^2,\]
so \(kTs=0.255\) eV and \(s=5.92\). The function \(S\) bends on a scale of order one in \(y\): its slope \(1/(1+e^{-y})\) changes by \(\tanh(Y/2)\) between \(-Y\) and \(Y\), which is 0.462 for \(Y=1\) and 0.905 for \(Y=3\). The linear spread is therefore adequate in at least two cases. In the first, \(|m|\) is large against both \(s\) and 1, and the barrier of the controlling step carries an error comparable with that of the other. In the second, \(s\ll1\) and the first-order standard deviation is large against that of the quadratic term, which is \(S''(m)s^2/\sqrt2\) because \((y-m)^2\) has standard deviation \(\sqrt2\,s^2\). At the peak with only \(x\) in error this second condition fails for any \(s\), because \(g=0\) there and the first-order variance vanishes. For B, \(kT\,m=-0.2-0.4=-0.6\) eV and the chance of lying past \(u_1=u_2\) is \(\Phi(-0.6/0.255)=0.0093\). For P, \(m=0\) and neither condition holds. These conditions concern the spread of one \(L\). For a ratio on one leg the linear variance can cancel so far that the rare crossings dominate: for B over A with \(\rho=0.999\) and \(\tau=0\) the linear spread is 0.125 and the sampled one 0.24.

The mean comes first. Since \(S'=1/(1+e^{-y})=w_2\) and \(S''=w_1w_2>0\), \(S\) is convex, and Jensen's inequality gives \(\langle S(y)\rangle\ge S(m)\). The mean of \(L\) lies below its nominal value.

For the covariances, write \(u-\langle u\rangle=[\mathrm{Cov}(u,y)/s^2](y-m)+\epsilon\), where \(\epsilon\) is uncorrelated with \(y\) and so, for Gaussians, independent of it. Then \(\mathrm{Cov}(u,S)=[\mathrm{Cov}(u,y)/s^2]\langle(y-m)S\rangle\). The Gaussian density \(f\) obeys \((y-m)f=-s^2f'\), and integration by parts gives \(\langle(y-m)S\rangle=s^2\langle S'\rangle\), the boundary terms vanishing because \(S\) grows linearly. This is Stein's lemma, \(\mathrm{Cov}(u,S)=\mathrm{Cov}(u,y)\langle S'\rangle\). Expanding the product of the two \(L\),
\[\mathrm{Cov}(L_i,L_j)=\mathrm{Cov}(u_{1i},u_{1j})+\mathrm{Cov}(u_{1i},y_j)\langle S'(y_j)\rangle+\mathrm{Cov}(u_{1j},y_i)\langle S'(y_i)\rangle+\mathrm{Cov}(S_i,S_j).\]
The last term is a two-dimensional Gaussian integral, done by quadrature. These moments involve no linearization within the Gaussian model, and the standard deviations were tested against Monte Carlo to 1 %. For the three pairs the linear and full values of the standard deviation are 2.060 and 2.061, 1.839 and 1.843, 5.83 and 5.70, so the linear rule is off by about 2 % of the full value in the worst of them. The mean shifts are −0.026 for B and C and −0.001 for A and D.

At P the shift can be bracketed. Because \(e^{\max}\le e^{u_1}+e^{u_2}\le2e^{\max}\), with \(M=\langle\max(u_1,u_2)\rangle\) one has \(-M-\ln2\le\langle L\rangle\le-M\). Write \(\max(u_1,u_2)=u_1+\max(y,0)\) and \(y=m+s\zeta\). With \(\phi\) the standard normal density, \(\int_{-m/s}^\infty\phi\,d\zeta=\Phi(m/s)\) and \(\int_{-m/s}^\infty\zeta\phi\,d\zeta=\phi(m/s)\), so
\[M=\langle u_1\rangle+m\,\Phi(m/s)+s\,\phi(m/s).\]
At P, \(\langle u_1\rangle=0.88/0.04309=20.42\), \(m=0\) and \(s/\sqrt{2\pi}=2.36\), so \(M=22.78\). The mean must lie between −23.48 and −22.78; quadrature gives −22.89. The nominal value is \(-20.42-\ln2=-21.12\), so the mean shift is −1.78 in \(L\), about 0.8 decades downward. An error in \(x\) alone can hardly raise a catalyst computed to sit at the top, but it can lower it a long way; a large rise needs errors that lower both barriers.

The linear spread at P uses \(w_1=w_2=\tfrac12\) and \(kTg=0.2-0.3=-0.1\): \((kT)^2\mathrm{Var}=0.01\times0.04+0.5\times(0.0100+0.0025)=0.00665\) eV², or 1.89 in \(L\). The full value is 2.53 (1.10 decades), larger by a factor 1.34. A sharp-kink estimate accounts for the size. With equal means, remove them; the symmetry \((u_1,u_2)\to(-u_1,-u_2)\) maps max to −min, so \(\langle\max^2\rangle=\langle\min^2\rangle\), and the two add to \(v_1+v_2\), the variances of \(u_1\) and \(u_2\). With \(\langle\max\rangle=s/\sqrt{2\pi}\),
\[\mathrm{Var}(\max)=\tfrac12(v_1+v_2)-\frac{s^2}{2\pi}=\tfrac12\left(3.807^2+3.191^2\right)-\frac{5.917^2}{2\pi}=12.34-5.57=6.77 .\]
The root is 2.60, about 3 % above the full value of 2.53, and far from the linear 1.89. The small slope at the nominal point misleads because errors of this size carry P onto the legs. When all errors are scaled by 0.02, the ratio of full to linear spread returns to 1.002 (1.000 in sampling, within its noise), which places the failure in the size of \(s\).

Finally, P is nominally more than two decades above C, its nearest rival, yet it comes out best in 75 % of correlated samples, against 70 % for independent ones. The gain is small, and the comparison switches the descriptor correlation and the sharing of the intercepts together, so it should not be credited to \(\rho\). A common shift \(\delta\) of all \(x_i\) is equivalent to \(b_1\to b_1+\alpha\delta\), \(b_2\to b_2-\beta\delta\), which moves \(x^*\) by \(-\delta\) relative to the nominal descriptors, so a shared error displaces the whole set against the peak. Such an error does not cancel in deciding which catalyst lies nearest the top. The failure of the linear rule at P has a practical consequence: push each ensemble member through the full rate expression, with the same member used for all catalysts, whenever \(s\) is not small against 1 and a candidate has \(|m|\) below a few \(s\).

## Numbers as computed

```
S2 r = 1.9 A; S3 r = 1.92 A, angle = 117.0 deg; def2-SVP; 48 Legendre terms
PBE: D1 = -4.815, D2 = -2.693, D2-D1 = 2.122 eV
revPBE: D1 = -4.545, D2 = -2.441, D2-D1 = 2.104 eV
RPBE: D1 = -4.515, D2 = -2.411, D2-D1 = 2.104 eV
PBEsol: D1 = -5.195, D2 = -3.057, D2-D1 = 2.138 eV
SOGGA: D1 = -5.239, D2 = -3.098, D2-D1 = 2.141 eV
xPBE: D1 = -4.687, D2 = -2.573, D2-D1 = 2.115 eV
BEEF-vdW-x: D1 = -4.497, D2 = -2.399, D2-D1 = 2.098 eV
sd(D1) = 0.316 eV, sd(D2) = 0.299 eV, correlation = 1.0000
sd(D2-D1) = 0.017 eV; if independent 0.435 eV
S atom: RPBE-PBE exchange shift = -3.815 eV
S relaxation: 0.239 meV (half), 0.961 meV (full), ratio 4.014
RPBE D1 self-consistent = -4.515 eV, fixed density = -4.515 eV
T = 500.0 K, kT = 0.04309 eV, nu = 1.0418e+13 1/s, kT ln10 = 0.0992 eV
alpha = 0.6, beta = 0.4, b1 = 1.0 eV, b2 = 0.8 eV, peak x = -0.2175 eV
sigma = 0.2 eV, rho = 0.9, sigma_b = 0.1 eV, tau = 0.05 eV
naive factor exp(sigma/kT) = 103.7
A: x = 0.7 eV, w1 = 1.0000, dL/dx = -13.925 1/eV, L = -32.957, r = 5.068e-02 1/s
   sd L linear 3.807, exact 3.805 (1.65 decades), mean shift -0.001
B: x = 0.4 eV, w1 = 1.0000, dL/dx = -13.925 1/eV, L = -28.779, r = 3.305e+00 1/s
   sd L linear 3.807, exact 3.752 (1.63 decades), mean shift -0.026
P: x = -0.2 eV, w1 = 0.5000, dL/dx = -2.321 1/eV, L = -21.117, r = 7.027e+03 1/s
   sd L linear 1.893, exact 2.529 (1.10 decades), mean shift -1.775
C: x = -0.8 eV, w1 = 0.0000, dL/dx = 9.284 1/eV, L = -25.994, r = 5.354e+01 1/s
   sd L linear 3.191, exact 3.143 (1.36 decades), mean shift -0.026
D: x = -1.1 eV, w1 = 0.0000, dL/dx = 9.284 1/eV, L = -28.779, r = 3.305e+00 1/s
   sd L linear 3.191, exact 3.189 (1.38 decades), mean shift -0.001
B over A: dL = 4.178 (1.81 decades), kT*sd = 0.0888 eV, independent 0.2319 eV
   sd linear 2.060 (0.89 decades), exact 2.061, independent 5.383 (2.34 decades)
   P(rank) formula 0.979, MC 0.977; independent 0.781, MC 0.782
C over D: dL = 2.785 (1.21 decades), kT*sd = 0.0792 eV, independent 0.1944 eV
   sd linear 1.839 (0.80 decades), exact 1.843, independent 4.512 (1.96 decades)
   P(rank) formula 0.935, MC 0.932; independent 0.731, MC 0.730
C over B: dL = 2.785 (1.21 decades), kT*sd = 0.2512 eV, independent 0.2140 eV
   sd linear 5.829 (2.53 decades), exact 5.703, independent 4.967 (2.16 decades)
   P(rank) formula 0.684, MC 0.684; independent 0.713, MC 0.713
z95 = 1.645, rho_min for B over A = 0.758, MC P = 0.950
P: sd(y) = 5.917 (kT*sd = 0.2550 eV), E max(u1,u2) = 22.785
P: mean L = -22.892, bounds -23.478 to -22.785
P: sd exact/linear = 1.336; errors scaled by 0.02: 1.000
B: probability of lying past u1=u2: 0.0093
P(P is best): correlated 0.751, independent 0.699
```
